Ultrasoft overlap operators and atomic forces in a fixed plane-wave basis

**The setting**

A crystal is described by density-functional theory with ultrasoft pseudopotentials. The cell, the k-points, the set of plane waves and the occupations f_n are held fixed while an atom I at R_I moves. The label n includes the k-point, and f_n includes spin and the k-point weight. Each atom carries projectors β_i^I(r) = β_i(r − R_I) and real, symmetric augmentation charges Q_ij(r − R_I), with integrals q_ij. Define

P_ni^I = ⟨β_i^I|ψ_n⟩,  ρ_ij^I = Σ_n f_n (P_ni^I)* P_nj^I.

The electron density (a number density, so electrons have potential energy V in a potential V) is

n(r) = Σ_n f_n |ψ_n(r)|² + Σ_I Σ_ij ρ_ij^I Q_ij(r − R_I).

The overlap operator and the orthonormality condition are

S = 1 + Σ_I Σ_ij q_ij |β_i^I⟩⟨β_j^I|,  ⟨ψ_m|S|ψ_n⟩ = δ_mn.

Integrating n(r) gives Σ_n f_n ⟨ψ_n|S|ψ_n⟩ = N, so the condition also fixes the number of electrons. The energy is

E = Σ_n f_n ⟨ψ_n|T|ψ_n⟩ + Σ_I Σ_ij D⁰_ij ρ_ij^I + ∫ V_loc n + E_H[n] + E_xc[n] + E_ion.

Here T is the kinetic energy, D⁰_ij are fixed real symmetric strengths, V_loc is the sum of local ionic potentials, E_H is the Hartree energy, E_xc is a functional of the density, and E_ion is the repulsion of the ions. The force is F_I = −dE/dR_I, with the orbitals following the atom in their self-consistent ground state.

**(a) Which equation do the orbitals obey?**

Vary ψ_n* at fixed R_I. The density changes by

δn(r) = f_n [δψ_n* ψ_n + Σ_I Σ_ij ⟨δψ_n|β_i^I⟩⟨β_j^I|ψ_n⟩ Q_ij(r − R_I)].

The three density-dependent energies respond through one potential, V_eff = V_loc + V_H + v_xc, the derivative of their sum with respect to n. Hence δE = f_n ⟨δψ_n|H|ψ_n⟩, with

H = T + V_eff + Σ_I Σ_ij D_ij^I |β_i^I⟩⟨β_j^I|,
D_ij^I = D⁰_ij + ∫ V_eff(r) Q_ij(r − R_I) d³r.

To keep the orbitals orthonormal, subtract Σ_mn Λ_mn (⟨ψ_n|S|ψ_m⟩ − δ_nm) from E, with a Hermitian matrix Λ so that the subtracted quantity is real. Stationarity gives

f_n H|ψ_n⟩ = Σ_m Λ_mn S|ψ_m⟩.

Projection on ⟨ψ_m| gives Λ_mn = f_n H_mn. Because Λ and H are Hermitian, Λ_mn = Λ_nm* = f_m H_mn as well, so

(f_n − f_m) H_mn = 0.

H therefore does not couple occupied orbitals of different occupation. Among orbitals of equal occupation a unitary rotation leaves ρ_ij, n and E unchanged, and it can be chosen to make H_mn diagonal. In these canonical orbitals Λ_mn = f_n ε_n δ_mn, and for occupied states

H|ψ_n⟩ = ε_n S|ψ_n⟩.

In a finite plane-wave set this is a matrix equation for the coefficients. Nothing in the derivation needs the set to be complete.

**(b) How does the energy change when the orbitals follow the atom?**

Let a prime denote the derivative with respect to one Cartesian component of R_I. The energy depends on it explicitly, through the operators, and implicitly, through the orbitals:

dE/dR = (∂E/∂R)_ψ + Σ_n f_n [⟨ψ_n′|H|ψ_n⟩ + ⟨ψ_n|H|ψ_n′⟩].

The subscript ψ means that the plane-wave coefficients are frozen. With the eigenvalue equation the sum becomes

Σ_n f_n ε_n [⟨ψ_n′|S|ψ_n⟩ + ⟨ψ_n|S|ψ_n′⟩].

The unknown responses ψ_n′ can be eliminated without being calculated. The condition ⟨ψ_n|S|ψ_n⟩ = 1 holds at every atomic position, so its derivative vanishes:

⟨ψ_n′|S|ψ_n⟩ + ⟨ψ_n|S|ψ_n′⟩ + ⟨ψ_n|S′|ψ_n⟩ = 0.

The bracket above therefore equals −⟨ψ_n|S′|ψ_n⟩, and

F = −(∂E/∂R)_ψ + Σ_n f_n ε_n ⟨ψ_n|S′|ψ_n⟩.

If S did not depend on R, the second term would be absent. Here it survives because the normalization condition itself moves with the atom.

The smallest example has a single, immobile basis function with coefficient c, a constant Hamiltonian element h and an overlap s(R). Normalization requires |c|² s = 1, so E = h|c|² = h/s. Direct differentiation gives

−dE/dR = h s′/s² = ε |c|² s′,  ε = h/s.

The explicit derivative of h is zero, and the whole force is the overlap term. Neither a moving basis nor a change in h is needed.

**(c) What is the complete force formula?**

At frozen coefficients four things move: the ions, the local potential, the projectors and the augmentation charges. The density then changes by

(∂n/∂R)_ψ = Σ_ij [ρ_ij′ Q_ij(r − R_I) + ρ_ij ∂Q_ij(r − R_I)/∂R],

where ρ_ij belongs to atom I and ρ_ij′ = Σ_n f_n (P_ni* P_nj)′ contains only the motion of the projectors. Every change of density costs ∫ V_eff δn, so

(∂E/∂R)_ψ = dE_ion/dR + ∫ n ∂V_loc/∂R + Σ_ij D⁰_ij ρ_ij′ + ∫ V_eff (∂n/∂R)_ψ.

The part of the last integral containing ρ_ij′ joins D⁰_ij to form D_ij. The overlap derivative is

⟨ψ_n|S′|ψ_n⟩ = Σ_ij q_ij (P_ni* P_nj)′.

Inserting both in the result of (b) gives

F = −dE_ion/dR − ∫ n ∂V_loc/∂R − Σ_ij ρ_ij ∫ V_eff ∂Q_ij/∂R − Σ_n f_n Σ_ij (D_ij − ε_n q_ij)(P_ni* P_nj)′.

The first two electronic terms are the pull of the local potential and the force on the rigidly carried augmentation charge. The last contains the projector force and the eigenvalue-weighted overlap term.

The force is sometimes abbreviated as −Σ_n f_n ⟨ψ_n|H′ − ε_n S′|ψ_n⟩ plus the ionic part. In that expression H′ must be the explicit derivative: it contains ∂V_loc/∂R, the moving projectors and the moving Q_ij inside D_ij, at fixed V_H and v_xc. Differentiating the self-consistent Hamiltonian in full would add the response of V_H and v_xc, which the energy derivative above does not contain. The motion of V_loc inside D_ij is already counted, because ∫ n ∂V_loc/∂R uses the full density n.

The derivatives are simple in plane waves. Write K = k + G for a k-point k and a reciprocal-lattice vector G, and let b_i(K) be the plane-wave component of a projector centred at the origin. Then

⟨K|β_i^I⟩ = b_i(K) exp(−iK·R_I),
P_ni = Σ_G b_i(K)* exp(iK·R_I) c_nG,
∂P_ni/∂R_I = Σ_G iK b_i(K)* exp(iK·R_I) c_nG.

The sign of the phase is reversed in P_ni because the projector stands in the bra. Likewise, each Fourier component of Q_ij(r − R_I) and of the atom's local potential is multiplied by −iG on differentiation. The functions |K⟩ do not depend on R_I. The formula is thus the derivative of the energy as discretized, at any fixed cutoff, provided that energy and force use the same Fourier components and the same exchange-correlation grid.

**(d) What does the overlap term do physically?**

Freeze the coefficients at their ground-state values and move the atom slightly. The energy slope is (∂E/∂R)_ψ, which gives the force without the overlap term. The projectors now sample the frozen orbitals at a new place, however, so the augmented norms are no longer one, and the electron number may drift.

Orthonormality can be restored without solving for new orbitals. Let

M_mn = ⟨ψ_m|S(R + δR)|ψ_n⟩ = δ_mn + δR ⟨ψ_m|S′|ψ_n⟩ + …

for the occupied states at one k-point, all with equal occupation. Replace the orbitals by ψ_n → Σ_m ψ_m (M^(−1/2))_mn. To first order,

δψ_n = −½ δR Σ_m ψ_m ⟨ψ_m|S′|ψ_n⟩.

The resulting change of energy is

2 Re Σ_n f_n ⟨δψ_n|H|ψ_n⟩ = −δR Σ_n f_n ε_n ⟨ψ_n|S′|ψ_n⟩,

because ⟨ψ_m|H|ψ_n⟩ = ε_n δ_mn. The corresponding force is minus this change divided by δR, which is the overlap term with its positive sign. It is the energetic price, or gain, of restoring orthonormality. Further relaxation of the orbitals within the constraint changes the energy only at second order in δR, since the starting point is stationary.

This differs from the correction needed with basis functions attached to atoms. There the basis functions themselves move, which changes the matrix elements of all operators, including the identity. Here the identity has a fixed matrix, and the augmentation part of S supplies the motion.

**(e) Can the overlap term be read as a separate physical force?**

Add a constant c to the potential energy of an electron everywhere. Since V_eff → V_eff + c, the definition of D_ij gives D_ij → D_ij + c q_ij, and therefore

H → H + cS,  ε_n → ε_n + c.

The orbitals are unchanged and the total energy rises by the constant cN, so the force cannot change. Its parts do:

overlap term: + c Σ_n f_n ⟨ψ_n|S′|ψ_n⟩,
projector term: − c Σ_n f_n ⟨ψ_n|S′|ψ_n⟩.

The moving-charge term does not change, because ∫ ∂Q_ij/∂R = 0. Unless the summed norm derivative vanishes, the overlap term alone depends on the chosen zero of potential. So does the force obtained by leaving it out. A statement that the overlap term is large or small needs that zero to be specified.

There are two useful limits. If all q_ij vanish, S = 1 and the overlap term vanishes. This is the norm-conserving case when the Q_ij vanish too. If a particular Q_ij has zero integral but a dipole, it adds nothing to S, yet it still contributes to the force through D_ij and through its own motion.

**(f) What changes if the occupations follow a finite electronic temperature?**

Take equal k-point weights, so that one function σ serves all orbitals (otherwise σ also depends on the weight contained in f_n). Let the electronic entropy be Σ_n σ(f_n), and minimize the free energy A = E − T_e Σ_n σ(f_n) at fixed Σ_n f_n = N, where T_e is the electronic temperature. For normalized orbitals ∂E/∂f_n = ⟨ψ_n|H|ψ_n⟩ = ε_n: the factor f_n multiplies the kinetic energy and enters ρ_ij and n linearly. Stationarity with respect to f_n gives

ε_n − T_e σ′(f_n) = μ,

where σ′ is the derivative with respect to f_n and μ is the chemical potential. When the atom moves, the changing occupations add Σ_n μ df_n/dR = μ dN/dR = 0 to dA/dR. The formula of (c), evaluated with the thermal occupations, is then −dA/dR. It is not in general −dE/dR, because the entropy also depends on position.

The formula also assumes converged self-consistency. If the density that generates V_eff differs from the density of the orbitals, the elimination of the orbital responses in (b) is incomplete, and the force generally has an error of first order in that difference.

**(g) How large are the terms in a silicon-sized crystal?**

Take a diamond-structure cell with two atoms, four valence electrons per atom and lattice constant 0.543 nm. Atom 2 is displaced by 0.010 nm along x. The local potential energy of one ion, with L = 0.068 nm, has the Appelbaum–Hamann form

−4e² erf(r/L)/(4πε₀ r) + (v₁ + v₂ r²/L²) exp(−r²/L²),

where v₁ = 83 eV and v₂ = −61 eV. The normalized s and p projectors are proportional to exp(−r²/2w²) and to x, y or z times this function, with w = 0.050 nm. The s–s and equal p–p augmentation charges are Gaussians exp(−r²/2σ_Q²), with σ_Q = 0.035 nm and integrals q_s = 0.40 and q_p = 0.20. The s–p charges have zero integral and a dipole length of 0.005 nm. The bare strengths D⁰ are 2.0 eV for s and 1.0 eV for p. These are round model values, not a pseudopotential generated for silicon.

The calculation uses local-density exchange without correlation, the four L points and a cutoff of 120 eV, with the four lowest orbitals filled at each point. The cell averages of V_loc and V_H are set to zero. The augmentation charge holds 0.92 of the 8 electrons, or 11%.

For the x component of the force on atom 2, in eV/nm, the formula gives

ion–ion: −23.918
local potential: +1.112
moving augmentation charge: +3.573
projectors weighted by D_ij: −0.380
overlap term: −1.919

The first four add to −19.612 eV/nm. With the overlap term the force is

F_x = −19.612 − 1.919 = −21.531 eV/nm,

or −0.04187 hartree/bohr. The negative sign means that the atom is pushed back.

An independent value comes from total energies, each made self-consistent, with atom 2 moved by ±0.0001 nm about its displaced position. Their central difference also gives −21.531 eV/nm; the discrepancy is 1.6 × 10⁻⁵ eV/nm. Leaving out the overlap term would make the force too weak by 1.919/21.531 = 8.9% for this zero of potential.

The argument of (d) was tested separately. With frozen, unnormalized orbitals the energy slope gives −19.612 eV/nm. With the same orbitals orthonormalized after each displacement it gives −21.531 eV/nm. The difference is the overlap term, obtained here without differentiating S analytically.

The summed norm derivative is Σ_n f_n ⟨ψ_n|S′|ψ_n⟩ = 0.1386 electrons/nm. Adding 10 eV to the potential should therefore change the overlap term to

−1.919 + 10 × 0.1386 = −0.533 eV/nm.

A new self-consistent calculation gives this value. The full force remains −21.531 eV/nm, while the force without the overlap term changes from −19.612 to −20.998 eV/nm. The apparent 8.9% error has become 2.5%, with no change in the physics.

The signs contain one more piece of information. The occupied levels lie between −5.81 and 2.20 eV before the shift. If every norm derivative were positive or zero, the overlap term could not be below −5.81 × 0.1386 = −0.81 eV/nm. It is −1.92 eV/nm, so some occupied orbitals must gain norm and others lose it as the atom moves. The small net change of charge hides larger, opposing changes weighted by different eigenvalues.

**(h) Does agreement with the energy slope mean that the force is converged?**

No. With the cutoff lowered to 70 eV and all else unchanged, the formula and the finite difference both give −23.592 eV/nm. The force is the correct slope of a poorer energy. Raising the cutoff from 120 to 170 eV changes the force by +1.35 eV/nm, or 6.3% of the 120 eV value. The convergence is not monotonic: at 250 and 330 eV the change from the 120 eV value settles at about +1.19 eV/nm (5.5%). This basis error is comparable with the overlap term found for the zero of potential first used in (g), and the consistency test cannot reveal it.

The k-points matter even more. At 120 eV, using the Γ, X and L points instead of L alone changes the force by only −0.37 eV/nm (1.7%), which might suggest convergence. A Γ-centred 4 × 4 × 4 mesh, again with four filled orbitals at each point, changes it by about +3.9 eV/nm (18%) relative to L alone. One small step between two coarse meshes is no proof of convergence. Adding correlation of Wigner form, with the L points, changes the force by −0.04 eV/nm (0.2%). The value −21.5 eV/nm therefore belongs to the stated cutoff and k-points and is not a converged property of the model crystal, although the formula reproduces the energy slope at those settings far more closely.

For comparison with real silicon, dividing the force by the displacement gives a stiffness of 21.5/0.010 ≈ 2200 eV/nm² for the relative motion of the two sublattices. Silicon's zone-centre optical vibration, at roughly 15 to 16 THz, corresponds to roughly 1400 eV/nm². With the L points and a 120 eV cutoff the model is thus about one and a half times as stiff as silicon. The ratio changes with both settings, and the force should not be used as silicon data.

The electronic structure differs too. The smallest direct gap at the L points is 2.4 eV, but this is not the gap of the model crystal. On a 6 × 6 × 6 mesh in the same potential, the top of the fourth band (at Γ) lies about 0.3 eV above the bottom of the fifth (at the X point along x). The displacement produces this overlap. With the atoms at their ideal sites the model has an indirect gap of about 0.3 eV, much smaller than silicon's. Moving atom 2 by 0.010 nm raises the top of the fourth band by about 0.5 eV and lowers the bottom of the fifth by about 0.1 eV. Filling four orbitals at every k-point is therefore a prescribed occupation, not the ground state of the fully sampled model. The force formula holds for such fixed occupations, but the thermal factor printed for the 2.4 eV gap does not describe excitation in the model crystal. For undistorted silicon, with an indirect gap of roughly 1.1 eV, exp(−gap/2kT) at 300 K is below 10⁻⁹. Band-edge shifts of the size found above would narrow that gap to roughly 0.5 eV at this displacement, where the factor is of order 10⁻⁴. That is still fewer than 10⁻⁶ carriers per cell, so intrinsic excitation has a negligible effect on the force.

Doped device regions break the assumption of filled bands more strongly. A carrier density of 10²⁰ cm⁻³ is 0.004 carriers in this 0.040 nm³ cell. If the carriers are holes, whose energy changes with this displacement by a rough 50 eV/nm, the force changes by about 0.2 eV/nm, or 1%. This slope belongs to the uppermost of the three valence levels split by the displacement, which the holes occupy here because the splitting is far larger than kT. Electrons in the conduction valleys have almost no slope at small displacements. At 0.010 nm the valley along x falls by about 25 eV/nm in the model, so their effect is about half that of the holes. That is an order-of-magnitude estimate; a calculation for such a region would use the thermal occupations of (f). The numerical output below lists the values for the L points and for the Γ, X and L points; it does not include the two denser meshes, the cutoffs above 170 eV or the band-edge shifts.

Computed results

```
INPUTS (silicon-sized model, round parameters)
lattice constant                        0.543 nm
displacement of atom 2 along x          0.010 nm
local potential: length                 0.068 nm
local potential: v1, v2                 83.0, -61.0 eV
projector width, augmentation width     0.050, 0.035 nm
s-p augmentation dipole length          0.005 nm
overlap strengths q_s, q_p              0.40, 0.20
bare strengths D0_s, D0_p               2.0, 1.0 eV
plane-wave cutoff                       120 eV
plane waves at first L point            120
finite-difference step                  0.0001 nm
ELECTRONS
electrons per cell                      8.000000
of which augmentation charge            0.9166 electrons
lowest, highest occupied level          -5.811, 2.199 eV
smallest direct gap at sampled k        2.407 eV
FORCE ON ATOM 2 ALONG x
ion-ion                                 -23.9175 eV/nm
local potential                         1.1124 eV/nm
moving augmentation charge              3.5729 eV/nm
projectors weighted by D                -0.3803 eV/nm
overlap term                            -1.9188 eV/nm
sum without overlap term                -19.6124 eV/nm
full analytic force                     -21.5312 eV/nm
full analytic force, atomic units       -0.041872 Ha/bohr
finite difference of total energy       -21.5312 eV/nm
analytic minus finite difference        -1.6e-05 eV/nm
net force on cell (grid error)          -5.7e-08 eV/nm
FROZEN ORBITALS
force, norm left to drift               -19.6124 eV/nm
force, orthonormality restored          -21.5312 eV/nm
ZERO OF POTENTIAL
constant added to potential             10.0 eV
mean shift of levels                    10.000000 eV
sum of f <dS/dx>                        0.13859 electrons/nm
overlap term after shift                -0.5329 eV/nm
force without overlap term after shift  -20.9983 eV/nm
full force after shift                  -21.5312 eV/nm
COARSE BASIS
cutoff                                  70 eV
analytic force                          -23.5915 eV/nm
finite difference                       -23.5915 eV/nm
NEGLECTED EFFECTS (change of full force)
cutoff raised to 170 eV                 1.3492 eV/nm
Gamma, X and L points instead of L      -0.3720 eV/nm
Wigner correlation added                -0.0400 eV/nm
exp(-gap/2kT) at 300 K                  6.1e-21
```
